# Internal-Oxidation Depth Through a Temperature Cycle and Its Quasi-Steady Error

## Result

Oxygen enters a flat alloy specimen and converts a dilute solute B into fine particles of oxide BO\(_\nu\), behind a sharp front at depth \(s(t)\). Let \(N_s(T)\) be the oxygen mole fraction held at the surface, \(D(T)\) the oxygen diffusivity and \(N_B\) the solute mole fraction. For any temperature history \(T(t)\), the quasi-steady depth \(s_q\) is

\[
s_q^2=\frac{2}{\nu N_B}\int_0^t P(T(t'))\,dt',\qquad P=N_sD. \tag{1}
\]

The product \(P\) is the oxygen permeability. The full moving-front solution satisfies

\[
s^2+2\int_0^s x\,u\,dx=s_q^2,\qquad u=\frac{N_O}{\nu N_B}, \tag{2}
\]

where \(N_O(x,t)\) is the dissolved oxygen. The quasi-steady depth is therefore too large, by an amount set by the oxygen dissolved at the moment of reading. When \(\varepsilon=N_s/(\nu N_B)\) is small and the temperature changes slowly, the relative excess \(s_q/s-1\) is \(\varepsilon/6\), with \(\varepsilon\) taken at the current temperature.

## The moving-front problem

The assumptions are these. The solute does not move, its oxide is perfectly stable, and the particles do not obstruct oxygen. The surface stays at \(N_s(T)\), the specimen is uniform in temperature, and oxidation starts from \(s=0\). The specimen is thicker than \(2s\), so that fronts from opposite faces do not meet. The equations have the same form in any consistent units.

Oxygen obeys \(\partial_tN_O=D\,\partial_x^2N_O\) for \(0<x<s\). At the front it is consumed, so \(N_O(s)=0\). Advancing the front by \(ds\) uses \(\nu N_B\,ds\) of oxygen, which the flux \(-D\,\partial_xN_O\) must supply. Dividing by \(\nu N_B\), and replacing time by \(\tau\) with \(d\tau=D\,dt\), gives

\[
u_\tau=u_{xx},\quad u(0)=\varepsilon(\tau),\quad u(s)=0,\quad s'=-u_x(s). \tag{3}
\]

A prime denotes \(d/d\tau\). The varying diffusivity has been absorbed into \(\tau\), but the varying solubility remains in the boundary value.

The quasi-steady approximation drops \(u_\tau\). Then \(u_{xx}=0\), so \(u=\varepsilon(1-x/s)\) and \(s'=\varepsilon/s\). Hence \((s^2)'=2\varepsilon\). Since \(\varepsilon\,d\tau=P\,dt/(\nu N_B)\), integration gives equation (1).

## Exact error identity

Differentiate the first moment of the dissolved oxygen. The term from the moving limit, \(s\,u(s)s'\), vanishes because \(u(s)=0\). Integration by parts then gives

\[
\begin{aligned}
\frac{d}{d\tau}\int_0^s xu\,dx&=\int_0^s xu_{xx}\,dx
=s\,u_x(s)-\int_0^s u_x\,dx\\
&=s\,u_x(s)+u(0)-u(s)=-ss'+\varepsilon .
\end{aligned}
\]

Integrate from the start, where both \(s\) and the moment are zero:

\[
\frac{s^2}{2}+\int_0^s xu\,dx=\int\varepsilon\,d\tau=\frac{s_q^2}{2}.
\]

This is equation (2). It holds for any size of \(\varepsilon\) and any rate of temperature change within model (3). Earlier temperatures influence the error through the present profile \(u(x)\), not through a running total of past errors.

The identity also gives bounds. By the maximum principle for the diffusion equation, \(u\) lies between zero and the largest surface value reached so far, \(\varepsilon_{\max}\). The moment therefore lies between zero and \(\varepsilon_{\max}s^2/2\), and

\[
\frac{s_q}{\sqrt{1+\varepsilon_{\max}}}\le s\le s_q. \tag{4}
\]

## Size of the error

**Slow changes.** Insert the linear profile in the moment:

\[
\int_0^s x\varepsilon\left(1-\frac xs\right)dx
=\varepsilon\left(\frac{s^2}{2}-\frac{s^2}{3}\right)=\frac{\varepsilon s^2}{6}.
\]

Thus \(s_q^2/s^2\approx1+\varepsilon/3\). Taking the square root gives the leading excess \(\varepsilon/6\).

**First effect of lag.** Write \(u=\varepsilon(1-x/s)+u_1\). The time derivative of the linear part is \(\varepsilon'(1-x/s)+\varepsilon xs'/s^2\). With \(s'\approx\varepsilon/s\), the second term is of order \(\varepsilon^2\) and is dropped. The correction obeys \(u_{1,xx}=\varepsilon'(1-x/s)\) and vanishes at both ends:

\[
u_1=\varepsilon'\left(\frac{x^2}{2}-\frac{x^3}{6s}-\frac{sx}{3}\right).
\]

Its moment is

\[
\varepsilon's^4\left(\frac18-\frac1{30}-\frac19\right)=-\frac{7}{360}\varepsilon's^4 .
\]

Adding both moments in equation (2) gives

\[
\frac{s_q^2}{s^2}\approx1+\frac{\varepsilon}{3}-\frac{7}{180}s^2\varepsilon'. \tag{5}
\]

On cooling \(\varepsilon'<0\): the interior still holds oxygen from a hotter moment, and the lag term raises the error above its constant-temperature value. On heating it lowers it. The error rises above \(\varepsilon/6\) itself only when the lag term outweighs the negative \(\varepsilon^2\) term dropped here and found below for constant temperature. Equation (5) requires small \(\varepsilon\), \(s^2|\varepsilon'|\ll\pi^2\varepsilon\), and correspondingly small higher derivatives. The factor \(\pi^2\) appears because the slowest diffusion mode between fixed ends decays at the rate \(\pi^2/s^2\) in \(\tau\).

**Constant temperature.** Here \(s=2\gamma\sqrt{\tau}\) and

\[
u=\varepsilon\left[1-\frac{\operatorname{erf}(x/2\sqrt\tau)}{\operatorname{erf}\gamma}\right].
\]

This solves the diffusion equation and both boundary conditions. The front condition equates \(s'=\gamma/\sqrt\tau\) to \(-u_x(s)=\varepsilon e^{-\gamma^2}/(\sqrt{\pi\tau}\operatorname{erf}\gamma)\), so

\[
\varepsilon=\sqrt\pi\,\gamma e^{\gamma^2}\operatorname{erf}\gamma
=2\gamma^2\left(1+\frac{2\gamma^2}{3}+\frac{4\gamma^4}{15}+\cdots\right). \tag{6}
\]

Since \(s_q^2=2\varepsilon\tau\), the ratio \(s_q^2/s^2\) equals \(\varepsilon/(2\gamma^2)\), which is the bracket in (6). Inverting the series gives \(\gamma^2=\varepsilon/2-\varepsilon^2/6+\cdots\), and therefore

\[
\frac{s_q^2}{s^2}=1+\frac\varepsilon3-\frac{2\varepsilon^2}{45}+\cdots,
\qquad
\frac{s_q}{s}-1=\frac\varepsilon6-\frac{13\varepsilon^2}{360}+\cdots .
\]

In the second series, \(-\varepsilon^2/45\) comes from halving the quadratic term and \(-\varepsilon^2/72\) from the square root. Solving (6) numerically gives excesses of 0.166%, 1.63% and 14.0% for \(\varepsilon=0.01\), 0.1 and 1. At the last value \(\varepsilon/6\) would give 16.7%, so the leading estimate is no longer accurate.

## Integrating a temperature log

Let both transport quantities follow Arrhenius laws, so that \(P=P_0e^{-q/T}\), with \(q\) the summed activation energy divided by \(k_B\). The log is a list of points \((t_i,T_i)\) joined by straight lines.

1. On each piece, place Gauss–Legendre points in time and interpolate \(T\), not \(P\).
2. Evaluate \(P(T)\) there and add the weighted sum to the running integral.
3. Multiply by \(2/(\nu N_B)\) and take the square root.

A closed form tests the quadrature. On a piece with constant nonzero heating rate \(\beta\), \(dt=dT/\beta\), and the antiderivative of \(e^{-q/T}\) is

\[
F(T)=Te^{-q/T}-qE_1(q/T),\qquad E_1(z)=\int_z^\infty\frac{e^{-v}}v\,dv .
\]

Indeed \(dE_1(q/T)/dT=e^{-q/T}/T\), so \(F'=(1+q/T)e^{-q/T}-(q/T)e^{-q/T}=e^{-q/T}\). A constant-temperature piece contributes \(P\) times its duration.

A trapezoid rule applied to sampled values of \(P\) is less accurate. On a linear ramp,

\[
\frac{d^2P}{dt^2}=P\beta^2\left(\frac{q^2}{T^4}-\frac{2q}{T^3}\right),
\]

which is positive for \(T<q/2\). Chords then lie above the curve and the integral over that ramp is too large, with an error proportional to the square of the sampling interval. This sign carries over to a whole log only when the samples fall on its corners: a chord across the start or end of a hot hold lies below the curve. The same convexity in \(T\) means that the permeability at the mean temperature is smaller than the mean permeability.

## Solving the full problem

The domain grows, so set \(y=x/s\) and \(S=s^2\). At fixed \(x\), the chain rule replaces \(u_\tau\) by \(u_\tau-(ys'/s)u_y\), while \(u_{xx}=u_{yy}/S\). Multiplication by \(S\), with \(ss'=S'/2\), gives

\[
Su_\tau=u_{yy}+\frac y2S'u_y,\qquad S'=-2u_y(1). \tag{7}
\]

The profile is represented by a polynomial through the points \(y_j=[1-\cos(\pi j/n)]/2\). Differentiating it turns (7) into ordinary differential equations for the interior values and \(S\). Fine spacing makes some modes decay very quickly, so an implicit Radau method is used. Because (7) is singular at \(S=0\), integration begins halfway through an initial isothermal hold, from the similarity solution.

A second method assumes no front position. Let \(w\) be the total oxygen, dissolved plus oxide, divided by \(\nu N_B\). Fast reaction leaves no free oxygen until all local solute is oxidized, so

\[
w_\tau=u_{xx},\qquad u=\max(w-1,0).
\]

This is advanced explicitly on fixed cells of width \(h\). The depth is \(h\sum_j\min(w_j,1)\). The surface value acts half a cell from the first centre, which makes the coefficient of that cell's own \(u\) equal to \(1-3\Delta\tau/h^2\). The step \(\Delta\tau\le0.3h^2\) keeps it positive.

## Worked cycle

The parameters are rough values for dilute Cu–Al in a Cu/Cu\(_2\)O powder pack, with \(\nu=1.5\) and 0.20 at% Al:

\[
D=10^6e^{-0.70\,\mathrm{eV}/k_BT}\ \mu\mathrm{m}^2/\mathrm{s},\qquad
N_s=150\,e^{-1.55\,\mathrm{eV}/k_BT}.
\]

At 1223 K, \(N_s=6.149\times10^{-5}\) and \(D=1304\ \mu\mathrm{m}^2/\mathrm{s}\), so \(P=0.08021\ \mu\mathrm{m}^2/\mathrm{s}\), about \(8.0\times10^{-10}\ \mathrm{cm}^2/\mathrm{s}\). Also

\[
\varepsilon=\frac{6.149\times10^{-5}}{1.5\times0.0020}=0.0205 .
\]

The specimen is held at 873 K for 10 min, then follows straight lines between the log points in the numerical output. The first hot hold shows the arithmetic. It starts at \(s_q=120.24\ \mu\mathrm m\) and lasts 1800 s:

\[
s_q^2=120.24^2+\frac{2(0.08021)(1800)}{0.0030}
\approx1.107\times10^5\ \mu\mathrm m^2,
\]

so \(s_q=332.7\ \mu\mathrm m\). The full solution gives 331.6 μm. Selected excesses are:

| Time (min) | T (K) | Excess (%) | \(\varepsilon/6\) (%) |
|---:|---:|---:|---:|
| 70 | 1223 | 0.340 | 0.342 |
| 90 | 1023 | 0.0217 | 0.0193 |
| 115 | 1223 | 0.329 | 0.342 |
| 130 | 1223 | 0.340 | 0.342 |
| 185 | 673 | 0.0006 | 0.0000 |

The error falls during the dip to 1023 K and returns on reheating, as a quantity tied to stored oxygen must. At 90 min, just after cooling, it lies above \(\varepsilon/6\). At 115 min, just after heating, it lies below. Both signs agree with (5). At the end of the hot holds the small deficit from \(\varepsilon/6\) is the term \(-13\varepsilon^2/360=-0.0015\%\).

Equation (5) can be tested five minutes into the final cooling, at 1173 K and 10 K/min. With \(Q_s=1.55\) eV, differentiating the solubility gives \(\varepsilon'=\varepsilon Q_s\dot T/(k_BT^2D)\). The full solution has \(s_q^2/s^2-1=0.003834\). The term \(\varepsilon/3\) alone gives 0.003650; including lag gives 0.003837. The dropped term \(-2\varepsilon^2/45\approx-5\times10^{-6}\) is of the same size as the remaining difference, so the last digit of this agreement is not significant.

**Slow cooling and quenching.** With the surface solubility falling, dissolved oxygen leaves through the surface or is consumed at the front. The slowest diffusion mode between fixed ends decays in a time \(s^2/(\pi^2D)\), about 15 s at the end of the last hot hold. Cooling at 10 K/min is slow on this scale at first, and the final excess is only 0.0006%. Replacing it by a linear five-second quench to 673 K leaves 0.328%, close to the 0.340% before the quench. The profile has too little time to drain before diffusion slows. This is the value at the end of the quench. At 673 K the decay time is about 55 min, so a further hold there lowers the excess to 0.29% after 10 min and to 0.14% after about 55 min. The quenched profile is also about \(10^5\) times the surface solubility at 673 K, so real copper could precipitate Cu\(_2\)O instead.

**A more dilute alloy.** With the cycle held fixed to 130 min, reducing Al to 0.02 at% raises \(\varepsilon\) to 0.205. The quasi-steady depth is 1373 μm and the full depth is 1329 μm, an excess of 3.3%. The fixed-cell calculation also gives 1329 μm. It used 100 cells across \(1.2s_q\), and agreement within 0.2% was required.

## Numerical errors and neglected physics

The 16-point quadrature agrees with the closed form, \(s_q=453.18\ \mu\mathrm m\) after the whole cycle, within the required relative \(10^{-8}\). Four points per piece give a depth error of −0.004%. Trapezoid sampling with samples on every corner of the log gives +0.05% at one-minute intervals and +1.24% at five minutes, close to the expected factor of 25. Shifting the samples by half an interval reverses the sign, to −0.025% and −0.62%. Using the time-averaged temperature, 1064 K, gives 157 μm, about one third of the correct integral's depth.

For the full solution of the main cycle, reducing \(n\) from 24 to 16 and loosening the relative time tolerance from \(10^{-9}\) to \(10^{-8}\) changes no logged depth by more than \(6\times10^{-11}\%\). These discretization errors are far below the quasi-steady error. They say nothing about omitted physics.

**Solute motion.** Suppose the solute-depleted layer ahead of the front is thin compared with \(s\). The front speed \(v\) then changes little while the front crosses that layer, and diffusion with solute diffusivity \(D_B\) gives the profile \(N_B[1-e^{-v(x-s)/D_B}]\). The missing solute, \(N_BD_B/v\), has entered the oxidized zone. With \(v=D\varepsilon/s\), this equals \(aN_Bs\), where \(a=D_B/(\varepsilon D)\). The oxygen demand rises by the factor \(1+a\), and the depth changes by about \(-a/2\). For \(D_B=10^7e^{-1.90\,\mathrm{eV}/k_BT}\ \mu\mathrm m^2/\mathrm s\), a rough value, this is −0.28% at 1223 K. The isothermal similarity solution with both species mobile gives −0.27%. Since \(a=\nu N_BD_B/P\), the correction grows with solute content and, for these parameters, on lowering the temperature: the similarity solution gives −0.52% at 1023 K, and −1.8% for 1.4 at% Al at 1223 K.

**Particle blocking.** An impermeable sphere in a uniform gradient has a mean internal gradient \(3/2\) times the applied one. Removing the flux this would carry lowers the permeability by \(3f/2\) for a small oxide volume fraction \(f\), and the depth by \(3f/4\). For \(f=0.36\%\), the change is −0.27%.

**Oxide stability.** For BO\(_{1.5}\), equilibrium at the front gives \(N_O/N_s=N_B^{-2/3}e^{-\Delta/k_BT}\), where \(\Delta\) is the effective stability per oxygen relative to Cu\(_2\)O. A rough \(\Delta=3.0\) eV gives \(3\times10^{-11}\) at 1223 K, so setting \(u(s)=0\) is justified here.

**Supersaturation.** At the end of slow cooling the largest dissolved oxygen content is about 140 times the surface solubility at 673 K. This relies on extrapolating both Arrhenius laws to 673 K: changing the diffusion energy by ±0.1 eV during the cooling, at fixed \(D\) at 1223 K, moves the factor between about 60 and 300 and the final excess between 0.0002% and 0.0012%. The model keeps this oxygen dissolved, whereas real copper could precipitate Cu\(_2\)O. The quantity left is small, but precipitation earlier in the cooling could trap more, so the tiny final excess is a result of this model and not a prediction for a real specimen.

**The real process.** Internal oxidation of Cu–Al is used to make alumina-strengthened copper. Common grades hold roughly 0.15 to 0.6 wt% Al, or 0.35 to 1.4 at%. The 0.20 at% alloy is below that range, and 0.02 at% is far below it. At fixed cycle and surface condition, more Al lowers \(s_q\) as \(N_B^{-1/2}\) and \(\varepsilon\) as \(N_B^{-1}\). Powder particles also break the planar assumption once the depth is comparable with their radius. For a flat specimen of the main alloy, a temperature error of a few kelvin matters more than the quasi-steady approximation: raising the whole log by 5 K increases the calculated depth by 4.6%. A 20% increase in permeability would raise it by \(\sqrt{1.2}-1\approx10\%\). Grain-boundary transport and oxygen trapping are omitted and have not been sized.

For the main alloy at 1223 K, the quasi-steady error is thus comparable with the solute-motion and blocking corrections. At lower temperature or higher Al content those corrections exceed it. Solving the moving-front problem while leaving those out would not by itself make the predicted depth accurate to 0.1%. When \(\varepsilon/6\) exceeds the uncertainty from temperature and permeability, the quasi-steady depth should be corrected. If \(\varepsilon\) is small and the temperature is changing slowly at the time of reading, dividing \(s_q\) by \(1+\varepsilon/6\) is often enough. For the 0.02 at% alloy at 130 min this gives 1328 μm, against 1329 μm from the full solution. The full solution is worthwhile when \(\varepsilon\) is larger, when the temperature has just changed quickly, or when the dissolved-oxygen profile itself is wanted.

## Calculated quantities

```
O diffusivity: 1.0e+06 um2/s, 0.70 eV
O solubility: 150 mole fraction, 1.55 eV
Al diffusivity: 1.0e+07 um2/s, 1.90 eV
O per Al: 1.5; Al: 0.20 at%
start: 873 K at 0 min
at 1223 K: D_O = 1304.4 um2/s
at 1223 K: N_s = 6.149e-05 mole fraction
at 1223 K: N_s D_O = 8.0208e-02 um2/s
largest eps = 0.02050
min | K | s_q um | s um | excess % | eps/6 %
10 | 873 | 2.480 | 2.480 | 0.00094 | 0.00094
40 | 1223 | 120.241 | 119.835 | 0.33910 | 0.34161
70 | 1223 | 332.728 | 331.600 | 0.34010 | 0.34161
90 | 1023 | 356.912 | 356.834 | 0.02167 | 0.01927
100 | 1023 | 357.603 | 357.534 | 0.01926 | 0.01927
115 | 1223 | 374.684 | 373.456 | 0.32905 | 0.34161
130 | 1223 | 434.181 | 432.709 | 0.34010 | 0.34161
135 | 1173 | 446.219 | 445.366 | 0.19151 | 0.18250
185 | 673 | 453.184 | 453.181 | 0.00056 | 0.00000
closed-form final s_q = 453.184 um
4-point Gauss depth error = -3.76e-03 %
1-min trapezoid depth error = 0.0505 %
5-min trapezoid depth error = 1.241 %
mean temperature = 1064.2 K
depth from mean temperature = 156.7 um
largest convergence shift = 5.73e-11 %
largest identity residual = 7.15e-14 (relative)
lower bound s/s_q = 0.98991
cooling rate = 10.0 K/min
early-cool s_q2/s2 - 1 = 0.003834
without lag = 0.003650; with lag = 0.003837
5-s quench: s = 432.790 um
quench excess = 0.3282 %
quench convergence shift = 2.84e-10 %
dilute alloy: 0.02 at% Al, 130 min
dilute eps = 0.2050
dilute s_q = 1373.00 um
dilute s = 1329.46 um
dilute fixed-grid s = 1329.46 um
dilute excess = 3.275 %
isothermal eps 0.01: excess = 0.1663 %
isothermal eps 0.10: excess = 1.6319 %
isothermal eps 1.00: excess = 14.0380 %
solute diffusion: depth -0.274 %
its simple estimate: -0.277 %
oxide volume fraction = 0.36 %
particle blocking: depth -0.270 %
stability input = 3.0 eV per O
front O / surface O = 2.7e-11
+5 K error: depth +4.56 %
final maximum O supersaturation = 143.2 times
```
